# Occupation and Width of an Adsorbate Level in the Wide-Band Limit, part 2

An adsorbate spin orbital $|a\rangle$ is coupled to a metal electrode. The electrons are treated as independent, in Hartree atomic units ($\hbar=1$), with energies measured from the Fermi energy, $E_F=0$. The Hamiltonian is

$$H=\varepsilon|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\left(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\right).$$

Here $\varepsilon$ is the adsorbate level, and $|k\rangle$ are the bare-metal eigenstates. The adsorbate couples with real strength $V$ to one normalized local metal orbital $|m\rangle$, so $V_k=V\langle m|k\rangle$; $\rho$ is the density of states of $|m\rangle$ per spin. The eigenstates $|j\rangle$ of $H$ have energies $E_j$ and weights $w_j=|\langle a|j\rangle|^2$, with $\sum_jw_j=1$. The adsorbate density of states is $\rho_a(E)=\sum_j w_j\,\delta(E-E_j)$, and its integral over $E<0$ is the zero-temperature occupation $n$. The Green function is

$$G(z)=\sum_j\frac{w_j}{z-E_j}=\frac{1}{z-\varepsilon-\Sigma(z)},\qquad \Sigma(z)=\sum_k\frac{|V_k|^2}{z-\varepsilon_k},$$

with $\Sigma(E+i0)=\Lambda(E)-i\Delta(E)$. A flat band from $-D$ to $D$ has $\rho=1/(2D)$, constant $\Delta=\pi V^2\rho$ inside the band, and

$$\Lambda(E)=\frac{\Delta}{\pi}\ln\frac{D+E}{D-E}\approx\frac{2\Delta}{\pi}\,\frac{E}{D}\qquad(|E|\ll D).$$

In the wide-band limit, $D\to\infty$ at fixed $\Delta$, the line is a Lorentzian of half width $\Delta$ and full width $2\Delta$:

$$\rho_a(E)=\frac1\pi\,\frac{\Delta}{(E-\varepsilon)^2+\Delta^2},\qquad n=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Delta}.$$

The slope $dn/d\varepsilon$ at $\varepsilon=0$ is $-1/(\pi\Delta)$.

The example has $V=0.02$, $D=0.25$ and $\varepsilon=0.002$ hartree. Then $\rho=2$ per hartree, $\Delta=0.00251$ hartree, $2\Delta=0.00503$ hartree, $\varepsilon/\Delta=0.796$ and $n=0.5-0.214=0.286$. These results are compared with a numerical diagonalization of the full Hamiltonian with a finely discretized metal.

The question now is which time corresponds to the width in energy, $1/\Delta$ or $1/(2\Delta)$.

**A.** Put an electron in $|a\rangle$ at $t=0$, with all metal states empty. The amplitude for finding it there later is

$$A(t)=\langle a|e^{-iHt}|a\rangle=\sum_jw_je^{-iE_jt}=\int\rho_a(E)e^{-iEt}\,dE .$$

For $t>0$ the integral over the Lorentzian can be closed in the lower half plane, where $e^{-iEt}$ decays. The enclosed pole is at $E=\varepsilon-i\Delta$. With $(E-\varepsilon)^2+\Delta^2=(E-\varepsilon-i\Delta)(E-\varepsilon+i\Delta)$, its residue is

$$\frac{\Delta}{\pi}\,\frac{e^{-i\varepsilon t-\Delta t}}{-2i\Delta}=\frac{i}{2\pi}\,e^{-i\varepsilon t-\Delta t}.$$

The path runs clockwise, which brings a factor $-2\pi i$, and $-2\pi i\times i/(2\pi)=1$. Therefore

$$A(t)=e^{-i\varepsilon t-\Delta t},\qquad |A(t)|^2=e^{-2\Delta t}.$$

The amplitude decays at the rate $\Delta$ and the probability at the rate $2\Delta$. The lifetime of the electron is $1/(2\Delta)$, the inverse of the full width. In the example it is 199 atomic time units, or 4.8 fs.

**Q.** But the metal at an electrode is not empty.

**A.** No, and then $|A(t)|^2$ isn't the whole occupation. Electrons that start in filled metal states also reach $|a\rangle$, and their probabilities are added. The time $1/(2\Delta)$ describes how the original electron leaves, while the orbital as a whole relaxes towards $n$ and not towards zero. That approach isn't a single exponential. In the wide-band limit a metal electron of energy $E$ arrives with a probability proportional to $|1-e^{i(E-\varepsilon)t-\Delta t}|^2/[(E-\varepsilon)^2+\Delta^2]$, and the cross term carries only $e^{-\Delta t}$. Summed over the filled states at zero temperature it falls as $e^{-2\Delta t}$ for $\varepsilon=0$, but otherwise leaves an oscillating part of order $e^{-\Delta t}/t$. The occupation therefore settles on a time of order $1/\Delta$.

**Q.** I also doubt the exponential at the very start. Expand $e^{-iHt}$ and there is no linear term in the probability.

**A.** That is correct for a finite band. To second order in $t$,

$$|A(t)|^2=1-t^2\left(\langle a|H^2|a\rangle-\langle a|H|a\rangle^2\right)=1-V^2t^2 .$$

The bracket is $\varepsilon^2+\sum_k|V_k|^2-\varepsilon^2=V^2$. In the wide-band limit $V^2$ diverges at fixed $\Delta$, and the quadratic stage shrinks to nothing. In the example I claim the exponential for times comparable with the lifetime. The diagonalization, read between $t=1/\Delta$ and $t=2/\Delta$, gives a decay rate of 0.00506 per atomic time unit, against $2\Delta=0.00503$.

**Q.** Those differ by 0.6%. Is that numerical noise or the finite band?

**A.** The finite band predicts a difference of that size. Near the middle of the band the shift found earlier is $\Lambda\approx aE$, with

$$a=\frac{2\Delta}{\pi D}=\frac{2}{\pi D}\,\frac{\pi V^2}{2D}=\frac{V^2}{D^2}.$$

There the Green function becomes

$$G(E+i0)\approx\frac{1}{(1-a)E-\varepsilon+i\Delta}=\frac{1}{1-a}\,\frac{1}{E-\dfrac{\varepsilon}{1-a}+\dfrac{i\Delta}{1-a}} .$$

The half width is thus $\Delta/(1-a)$, and the decay rate is $2\Delta/(1-a)$. In the example $a=(0.02/0.25)^2=0.0064$, which raises the rate by 0.6%. This form holds for the central part of the line. It can't be used out to the band edges, where its total area $1/(1-a)$ would exceed 1.

**Q.** One set of parameters does not establish $\Delta=\pi V^2\rho$. The square of $V$ could be hidden in it.

**A.** So $V$ and $\rho$ have to be changed separately. The full width at half maximum was read from the diagonalized spectrum in three cases, in hartree:

| $V$ | $\rho$ | $2\pi V^2\rho$ | diagonalization |
|---|---|---|---|
| 0.02 | 2 | 0.00503 | 0.00506 |
| 0.04 | 2 | 0.02011 | 0.02064 |
| 0.02 | 4 | 0.01005 | 0.01032 |

Doubling $V$ multiplies the width by about four, and doubling $\rho$ by about two. The density was doubled by halving $D$, since the local orbital must keep its unit weight. In the last two rows $V/D=0.16$, hence $a=0.0256$, and the measured widths exceed the wide-band values by 2.6%. After division by $1-a$ the formula passes the test in all three rows within 0.4%.

**Q.** The width is a property of the centre of the line. The occupation collects the tail, the band edges and anything outside them. What is the error there?

**A.** For that I want an expression for $n$ that holds at finite $D$. Evaluate $G$ on the imaginary axis, where it has no sharp structure from the band:

$$\mathrm{Re}\,G(i\omega)=\sum_jw_j\,\mathrm{Re}\,\frac{1}{i\omega-E_j}=-\sum_jw_j\frac{E_j}{\omega^2+E_j^2}.$$

For $E_j\neq0$, the integral of $E_j/(\omega^2+E_j^2)$ from 0 to $\infty$ is $+\pi/2$ if $E_j>0$ and $-\pi/2$ if $E_j<0$. The filled states carry the total weight $n$ and the empty ones $1-n$, so

$$\frac1\pi\int_0^\infty\mathrm{Re}\,G(i\omega)\,d\omega=\frac n2-\frac{1-n}{2}=n-\frac12 .$$

A single state at $E_j=0$ doesn't matter in the continuum, where its weight vanishes.

**Q.** Does that include states pushed out of the band altogether?

**A.** Yes, because the sum runs over every eigenstate. Such states do exist for the flat band. Above it, at $E>D$, an eigenvalue satisfies $E-\varepsilon=\Lambda(E)$, with $\Lambda=(\Delta/\pi)\ln[(E+D)/(E-D)]$. The right side falls from $+\infty$ at the edge to zero, while the left side rises without limit, so they cross once. The same argument with signs reversed gives one state below the band. Their weights need no separate treatment here.

**Q.** Then evaluate the integral.

**A.** First the self-energy, for $\omega>0$:

$$\Sigma(i\omega)=\frac\Delta\pi\int_{-D}^{D}\frac{dx}{i\omega-x}=-\frac\Delta\pi\int_{-D}^{D}\frac{x+i\omega}{x^2+\omega^2}\,dx=-i\,\frac{2\Delta}{\pi}\arctan\frac D\omega .$$

The term in $x$ is odd and integrates to zero. Call $s(\omega)=(2\Delta/\pi)\arctan(D/\omega)$. Then $G(i\omega)=1/\{i[\omega+s(\omega)]-\varepsilon\}$, whose real part is $-\varepsilon/\{\varepsilon^2+[\omega+s(\omega)]^2\}$. Hence

$$n=\frac12-\frac1\pi\int_0^\infty\frac{\varepsilon\,d\omega}{\varepsilon^2+[\omega+s(\omega)]^2}.$$

For $D\to\infty$, $s=\Delta$. With $\varepsilon>0$ the integral is then $\pi/2-\arctan(\Delta/\varepsilon)=\arctan(\varepsilon/\Delta)$, and it is odd in $\varepsilon$. The earlier result is recovered by a different route.

**Q.** And the leading correction?

**A.** Use $\arctan(D/\omega)=\pi/2-\arctan(\omega/D)$. For $\omega\ll D$ this gives $s\approx\Delta-a\omega$, with the same $a$ as before. Substitute $y=(1-a)\omega+\Delta$, so that $d\omega=dy/(1-a)$:

$$\int_0^\infty\frac{\varepsilon\,d\omega}{\varepsilon^2+[(1-a)\omega+\Delta]^2}=\frac{1}{1-a}\arctan\frac\varepsilon\Delta .$$

To first order in $a$,

$$n\approx\frac12-\frac{1+a}{\pi}\arctan\frac\varepsilon\Delta .$$

**Q.** You integrated to infinity with an approximation valid for $\omega\ll D$. The neglected region could be of the same order as your correction.

**A.** It can be bounded. The true $\omega+s$ exceeds $Y_0=(1-a)\omega+\Delta$ by

$$r(\omega)=\frac{2\Delta}{\pi}\,(u-\arctan u)\ge0,\qquad u=\frac\omega D .$$

The function $|\varepsilon|/(\varepsilon^2+Y^2)$ has a slope in $Y$ of magnitude $2|\varepsilon|Y/(\varepsilon^2+Y^2)^2\le2|\varepsilon|/Y^3$. For $a<1$, every $Y$ between the two values is at least $(1-a)\omega$. The error of the integral is therefore at most

$$\int_0^\infty\frac{2|\varepsilon|\,r(\omega)}{(1-a)^3\omega^3}\,d\omega=\frac{4|\varepsilon|\Delta}{\pi(1-a)^3D^2}\int_0^\infty\frac{u-\arctan u}{u^3}\,du .$$

Integrate by parts. The boundary term $-(u-\arctan u)/(2u^2)$ vanishes at both ends, and the derivative of $u-\arctan u$ is $u^2/(1+u^2)$. What is left is $\frac12\int_0^\infty du/(1+u^2)=\pi/4$. The bound on the integral is $|\varepsilon|\Delta/[(1-a)^3D^2]$, and on $n$ it is smaller by $1/\pi$. At fixed $\varepsilon$ and $\Delta$ this is of order $D^{-2}$, as is the error of replacing $1/(1-a)$ by $1+a$. The correction of order $1/D$ stands.

**Q.** Why does a finite band push $n$ away from one half?

**A.** The reason is easy to see for a level far above $E_F$ on the scale of $\Delta$, but still near it on the scale of $D$. The Lorentzian includes occupied weight below $-D$, where the flat band has no states. That weight is about $\Delta/(\pi D)$. The correction formula with $\arctan(\varepsilon/\Delta)\approx\pi/2$ removes $a/2=\Delta/(\pi D)$, the same amount. The tail above $+D$ is missing as well, and the weight of both tails, $a$ in total, reappears in the central line, whose area grows to $1/(1-a)$. The change of the occupation is therefore $-a/2+an$ to first order, with $n$ the wide-band value, and this is the correction formula. For a level far above $E_F$ the central line is empty and only the loss $a/2$ counts. For a level far below $E_F$ the central line is filled, it gains $a$, and $n$ rises by $a/2$.

In the example the finite-band integral gives 0.28469 instead of 0.28605. The difference, 0.0014, is 0.5% of $n$, and the estimate $a\times0.214=0.0014$ agrees. With $D$ four times larger at the same $\Delta$, the difference falls to 0.00034, as a $1/D$ law requires. Diagonalization reproduces the finite-band integral within $2\times10^{-4}$ for all six levels tested, from $\varepsilon=-4\Delta$ to $4\Delta$.

**Q.** When does the wide-band picture fail outright?

**A.** For a level near the middle of the band, when $V$ is no longer small compared with $D$. A level near or beyond a band edge is outside the picture even for small $V$, because $\Delta(E)$ drops to zero at the edge and can't be treated as constant. In the extreme opposite to a wide band, $D\to0$ at fixed $V$, the band acts as one level at energy zero. The matrix with diagonal elements $\varepsilon,0$ and off-diagonal element $V$ has the lower eigenvalue $E_-=\frac12(\varepsilon-R)$, with $R=\sqrt{\varepsilon^2+4V^2}$. Its eigenvector has amplitudes on $|a\rangle$ and $|m\rangle$ in the ratio $E_-:V$, from the second row $Vc_a=E_-c_m$. Since $E_-^2=\varepsilon E_-+V^2$ and $E_-^2+V^2=-RE_-$,

$$n=\frac{E_-^2}{E_-^2+V^2}=-\frac{E_-}{R}=\frac12\left(1-\frac{\varepsilon}{\sqrt{\varepsilon^2+4V^2}}\right).$$

This is a chemical bond between two orbitals. The occupation now changes over an energy of order $V$, not $V^2\rho$. A narrow metal band near the level can bring a real adsorbate towards this regime, and then $\Delta(E)$ and $\Lambda(E)$ must be kept as functions of energy.

**Q.** Electrochemistry is not done at absolute zero. Is your 0.286 of any use at room temperature?

**A.** It needs a correction, and here that correction is larger than the one for the band. At temperature $T$ each eigenstate is filled with probability $f(E)=1/(e^{E/k_BT}+1)$, so $n_T=\int\rho_af\,dE$. Let $N(\mu)=\int_{-\infty}^{\mu}\rho_a\,dE$ be the zero-temperature occupation for a Fermi energy at $\mu$. Integration by parts gives

$$n_T=\int_{-\infty}^{\infty}N(\mu)\left(-\frac{df}{d\mu}\right)d\mu,\qquad N(\mu)=\frac12-\frac1\pi\arctan\frac{\varepsilon-\mu}{\Delta}.$$

The boundary term vanishes because $N\to0$ on the left and $f\to0$ on the right. The weight $-df/d\mu$ is even, has area 1 and a width of order $k_BT$. Room temperature therefore blurs the Fermi energy.

At 298 K, $k_BT=0.00094$ hartree and $k_BT/\Delta=0.38$. The average gives $n_T=0.317$, which is 0.031 above the zero-temperature value, or 11% of it. Thermal filling of the diagonalized states gives 0.316.

**Q.** So what condition should I check before I use the zero-temperature formula?

**A.** Expand $N(\mu)$ about $\mu=0$. The linear term averages to zero because the weight is even, so for $k_BT\ll\Delta$ the change is proportional to

$$(k_BT)^2\,\rho_a'(0)=(k_BT)^2\,\frac{2\varepsilon\Delta}{\pi(\varepsilon^2+\Delta^2)^2}.$$

It is small when $k_BT\ll\Delta$, and at $\varepsilon=0$ it vanishes: there $n_T=1/2$ by symmetry. A level many times $k_BT$ and many times $\Delta$ away from $E_F$ also has a small absolute thermal error, since the blurred Fermi energy then samples a nearly flat part of $N$. For a weakly coupled level displaced from $E_F$ by an energy comparable to $k_BT$, with $\Delta$ comparable to or smaller than $k_BT$, the thermal average has to be used.

**Q.** And the solvent? It is supposed to govern electron transfer.

**A.** It enters through $\varepsilon$. The formula gives the electronic occupation for one fixed arrangement of the surroundings. When the solvent molecules move, the level moves, and the charge $n$ in turn acts on the solvent. A theory of the transfer rate must add the energy of the solvent and its fluctuations. What the present result supplies is the charge at each value of $\varepsilon$, and a time of order $1/\Delta$ with which solvent motion has to be compared. If $\varepsilon$ changes little during that time, on the scale of the larger of $\Delta$ and $k_BT$, the electrons can be expected to follow. If it changes faster while the level is near $E_F$, or has passed $E_F$ within the last few lifetimes, the static occupation is no longer a safe guide.

## Table of computed values

```
coupling V = 0.0200 hartree
band half width D = 0.2500 hartree
metal density of states rho = 2.0000 per hartree
level energy above E_F = 0.0020 hartree
half width Delta = 0.002513 hartree
full width 2 Delta = 0.005027 hartree
full width 2 Delta = 0.1368 eV
ratio eps/Delta = 0.7958 (no unit)
finite-band parameter a = 0.00640 (no unit)
occupations per spin orbital (no unit):
eps/Delta  wide band  finite band  diagonalization
  -4.0000    0.92202      0.92462          0.92462
  -1.0000    0.75000      0.75158          0.75160
   0.0000    0.50000      0.50000          0.50009
   0.7958    0.28605      0.28469          0.28466
   1.0000    0.25000      0.24842          0.24840
   4.0000    0.07798      0.07538          0.07538
slope dn/deps at E_F, formula = -126.65 per hartree
slope dn/deps at E_F, diagonalization = -127.36 per hartree
wide-band error at D = 0.001354 (no unit)
wide-band error at 4 D, same Delta = 0.000341 (no unit)
full line widths in hartree:
V        rho      2 pi V^2 rho  diagonalization
0.0200   2.0000   0.005027      0.005059
0.0400   2.0000   0.020106      0.020635
0.0200   4.0000   0.010053      0.010318
decay rate from diagonalization = 0.005058 per atomic time unit
wide-band lifetime 1/(2 Delta) = 198.94 atomic time units
wide-band lifetime 1/(2 Delta) = 4.812 fs
temperature = 298.15 K
thermal energy kT = 0.000944 hartree
ratio kT/Delta = 0.3757 (no unit)
occupation at T = 0, wide band = 0.28605 (no unit)
occupation at 298.15 K, wide band = 0.31745 (no unit)
occupation at 298.15 K, diagonalized = 0.31600 (no unit)
```
